# Orientational correlation times for rotational diffusion and for finite jumps

## Problem

A unit vector \(\mathbf u(t)\) is fixed in a rigid molecule of an isotropic liquid at equilibrium, for example along one of its bonds. A molecular dynamics trajectory gives the correlation functions and their integrated times

\[
C_l(t)=\langle P_l(\mathbf u(0)\cdot\mathbf u(t))\rangle ,\qquad
\tau_l=\int_0^\infty C_l(t)\,dt ,
\]

where \(P_1(x)=x\) and \(P_2(x)=(3x^2-1)/2\). The first-rank time is related to dielectric and infrared spectra, the second-rank time to Raman spectra and nuclear magnetic relaxation.

(a) The molecule reorients by isotropic rotational diffusion with coefficient \(D\). Find \(\tau_l\) and \(\tau_1/\tau_2\).

(b) In the Ivanov model the molecule rests, then rotates instantaneously through a fixed angle \(\phi\), with \(0<\phi\le\pi\), about an axis drawn isotropically and independently for each jump. The jumps are Poisson events with mean waiting time \(\tau_0\), independent of the orientation. Find \(\tau_l\), and find \(\tau_1/\tau_2\) as a function of \(\phi\).

(c) Suppose instead that each jump turns the vector \(\mathbf u\) itself through a fixed angle \(\theta\), in a random direction. How does the ratio change, and how are the two descriptions related?

(d) Show how both jump models pass into diffusion.

(e) Evaluate the Ivanov model for \(\phi=60^\circ\) and \(\tau_0=2\) ps. What would an analysis that assumes diffusion conclude?

(f) Does a ratio below the diffusive value prove that the molecule jumps? Examine a diffusing symmetric top with \(\mathbf u\) perpendicular to its axis.

## Solution

### (a) Rotational diffusion

Let \(p(\mathbf u,t)\) be the probability density on the unit sphere for a vector that starts at \(\mathbf u_0\). It obeys

\[
\frac{\partial p}{\partial t}=D\nabla^2p ,
\]

where \(\nabla^2\) is the angular part of the Laplacian. Because the liquid is isotropic, the correlation function can be computed from any one starting direction:

\[
C_l(t)=\int P_l(\mathbf u_0\cdot\mathbf u)\,p(\mathbf u,t)\,d^2u .
\]

Differentiate in time and integrate by parts twice. The sphere has no edge, so no boundary terms appear:

\[
\frac{dC_l}{dt}=D\int P_l\,\nabla^2p\,d^2u=D\int p\,\nabla^2P_l\,d^2u .
\]

With \(x=\mathbf u_0\cdot\mathbf u\), the Laplacian of a function of \(x\) alone is \(\frac{d}{dx}(1-x^2)\frac{d}{dx}\), and Legendre's equation reads

\[
\frac{d}{dx}\left[(1-x^2)\frac{dP_l}{dx}\right]=-l(l+1)P_l .
\]

For \(l=1\) the left side is \(-2x=-2P_1\). For \(l=2\) it is \(\frac{d}{dx}(3x-3x^3)=3-9x^2=-6P_2\). Hence \(dC_l/dt=-l(l+1)D\,C_l\). Since \(C_l(0)=P_l(1)=1\),

\[
C_l(t)=e^{-l(l+1)Dt},\qquad \tau_l=\frac{1}{l(l+1)D},\qquad
\frac{\tau_1}{\tau_2}=\frac{6D}{2D}=3 .
\]

The second-rank function decays faster because \(P_2\) varies more rapidly with angle: a small turn \(\delta\) lowers \(P_1\) by \(\delta^2/2\) but \(P_2\) by \(3\delta^2/2\).

### (b) Ivanov jumps

**One jump.** Let \(R\) be the rotation through \(\phi\) about a random axis \(\mathbf n\). For a fixed vector \(\mathbf v\), consider the average over axes

\[
F(\mathbf u)=\langle P_l(\mathbf v\cdot R\mathbf u)\rangle_{\mathbf n} .
\]

Each rotation turns a spherical harmonic of degree \(l\) into another of the same degree, so \(F\) has degree \(l\). The axes have no preferred direction, so \(F\) is also symmetric about \(\mathbf v\). A harmonic of degree \(l\) with that symmetry is a multiple of \(P_l(\mathbf v\cdot\mathbf u)\). Therefore

\[
\langle P_l(\mathbf v\cdot R\mathbf u)\rangle_{\mathbf n}=\lambda_l\,P_l(\mathbf v\cdot\mathbf u),
\]

and by isotropy \(\lambda_l\) does not depend on \(\mathbf v\). The functions \(P_l(\mathbf v\cdot\mathbf u)\) for all \(\mathbf v\) span the \(2l+1\) harmonics of degree \(l\), so the averaged jump multiplies every one of these harmonics by \(\lambda_l\). Its trace in this space is \((2l+1)\lambda_l\).

The trace can also be found directly. For a given axis \(\mathbf n\), use harmonics with order \(m\) defined about \(\mathbf n\). The rotation multiplies each by a phase \(e^{-im\phi}\), with \(m=-l,\dots,l\). The sum of the phases is the same for all axes, so averaging leaves it unchanged:

\[
(2l+1)\lambda_l=\sum_{m=-l}^{l}e^{-im\phi}=1+2\sum_{m=1}^{l}\cos m\phi .
\]

To sum the series, multiply by \(\sin(\phi/2)\) and use

\[
2\cos m\phi\,\sin\tfrac{\phi}{2}=\sin\left[(m+\tfrac12)\phi\right]-\sin\left[(m-\tfrac12)\phi\right].
\]

The sum over \(m\) telescopes to \(\sin[(l+\frac12)\phi]-\sin(\phi/2)\), and the last term cancels the contribution of the leading 1. Thus

\[
\lambda_l=\frac{\sin[(l+\frac12)\phi]}{(2l+1)\sin(\phi/2)} .
\]

**Many jumps.** Let \(\mathbf u_n\) be the vector after \(n\) jumps. Given \(\mathbf u_{n-1}\), the average over the next axis multiplies \(P_l(\mathbf u_0\cdot\mathbf u_{n-1})\) by \(\lambda_l\). Repeating this \(n\) times gives \(\langle P_l(\mathbf u_0\cdot\mathbf u_n)\rangle=\lambda_l^n\). The number of jumps in time \(t\) has a Poisson distribution, so

\[
C_l(t)=\sum_{n=0}^{\infty}e^{-t/\tau_0}\frac{(t/\tau_0)^n}{n!}\lambda_l^n
=e^{-(1-\lambda_l)t/\tau_0},\qquad
\tau_l=\frac{\tau_0}{1-\lambda_l}.
\]

This step needs independent successive axes. If a molecule tends to jump back to where it came from, the factor \(\lambda_l^n\) is no longer valid.

**The ratio.** Write \(c=\cos\phi\). For \(l=1\),

\[
\lambda_1=\frac{1+2c}{3},\qquad 1-\lambda_1=\frac23(1-c).
\]

For \(l=2\), with \(\cos2\phi=2c^2-1\),

\[
\lambda_2=\frac{1+2c+2(2c^2-1)}{5}=\frac{4c^2+2c-1}{5},
\]

\[
1-\lambda_2=\frac{6-2c-4c^2}{5}=\frac25(3-c-2c^2)=\frac25(1-c)(3+2c).
\]

The waiting time and the factor \(1-c\) cancel in the quotient:

\[
\boxed{\frac{\tau_1}{\tau_2}=\frac{1-\lambda_2}{1-\lambda_1}=\frac35\,(3+2\cos\phi)}
\]

The ratio falls steadily from 3 as \(\phi\to0\) to \(3/5\) at \(\phi=180^\circ\). At the latter angle \(\lambda_1=-1/3\) and \(\lambda_2=1/5\): a half turn tends to reverse the vector. A reversal changes the sign of \(P_1\) and so shortens \(\tau_1\), whereas \(P_2\) is the same for \(\mathbf u\) and \(-\mathbf u\). This is why \(\tau_2\) can exceed \(\tau_1\).

Within this model a ratio \(\rho\) with \(3/5\le\rho<3\) fixes the jump angle:

\[
\cos\phi=\frac12\left(\frac{5\rho}{3}-3\right).
\]

### (c) A fixed turn of the vector

Now \(\mathbf u\) jumps to a direction \(\mathbf u'\) on a cone of half-angle \(\theta\) about its old direction, with uniform azimuth \(\alpha\). By the addition theorem, \(P_l(\mathbf v\cdot\mathbf u')\) equals \(P_l(\mathbf v\cdot\mathbf u)P_l(\cos\theta)\) plus terms that vary as \(\cos m(\alpha-\alpha_0)\) with \(m\ge1\), where \(\alpha_0\) is the azimuth of \(\mathbf v\). The average over \(\alpha\) removes these terms, so \(\lambda_l=P_l(\cos\theta)\). The Poisson sum is unchanged, and

\[
1-\lambda_1=1-\cos\theta,\qquad
1-\lambda_2=\frac32(1-\cos^2\theta),
\]

\[
\frac{\tau_1}{\tau_2}=\frac32\,(1+\cos\theta).
\]

At \(\theta=180^\circ\) the ratio is zero. Each jump then reverses \(\mathbf u\), \(P_2\) never changes, and \(\tau_2\) is infinite.

The two angles differ because a rotation about an axis close to \(\mathbf u\) hardly moves \(\mathbf u\). Let \(\beta\) be the angle between \(\mathbf u\) and the rotation axis. The component of \(\mathbf u\) along the axis, \(\cos\beta\), is unchanged, while the perpendicular component, \(\sin\beta\), turns through \(\phi\). Hence

\[
\cos\theta=\cos^2\beta+\sin^2\beta\cos\phi=\cos\phi+(1-\cos\phi)\cos^2\beta .
\]

Thus \(\theta\le\phi\), with equality when the axis is perpendicular to \(\mathbf u\). An Ivanov jump is a distribution of vector turns, and \(\lambda_l=\langle P_l(\cos\theta)\rangle\). With \(\langle\cos^2\beta\rangle=1/3\) for isotropic axes this gives \(\lambda_1=(1+2\cos\phi)/3\), in agreement with part (b).

For any distribution of turns with random azimuth, the factorization \(1-\cos^2\theta=(1-\cos\theta)(1+\cos\theta)\) gives

\[
\frac{\tau_1}{\tau_2}=\frac32\,\frac{\langle1-\cos^2\theta\rangle}{\langle1-\cos\theta\rangle}
=\frac32\left[1+\frac{\langle\cos\theta\,(1-\cos\theta)\rangle}{\langle1-\cos\theta\rangle}\right].
\]

The ratio therefore measures a mean of \(\cos\theta\) in which large turns carry more weight.

| Angle | Ratio, rotation by \(\phi\) | Ratio, vector turn by \(\theta\) |
|---|---|---|
| 30° | 2.84 | 2.80 |
| 60° | 2.40 | 2.25 |
| 90° | 1.80 | 1.50 |
| 120° | 1.20 | 0.75 |
| 180° | 0.60 | 0.00 |

At equal angle the two columns differ by \(\frac{3}{10}(1-\cos\phi)\). If a trajectory analysis defines the jump angle as the angle between the old and new directions of a bond, the right-hand column is the relevant one, or the general average if the angles are spread. This holds only if the jumps are Poisson events and the azimuth of each turn is random and independent of earlier turns. A real molecule need not satisfy the second condition. Suppose the bond turns by \(\pm60^\circ\) about a perpendicular axis fixed in the molecule, and the molecule also diffuses about the bond with coefficient \(D_s\). Every jump then turns the bond by exactly 60°, yet the ratio is 1.16 for \(D_s\tau_0=0.1\) and 2.06 for \(D_s\tau_0=1\). It reaches 2.25 only when this spin is fast enough to randomize the azimuth between jumps.

### (d) The limit of small jumps

For small \(\phi\), with \(l\phi\ll1\), expand each cosine in \(\lambda_l\) and use \(\sum_{m=-l}^{l}m^2=l(l+1)(2l+1)/3\):

\[
1-\lambda_l=\frac{1}{2l+1}\sum_{m=-l}^{l}(1-\cos m\phi)
\approx\frac{\phi^2}{2(2l+1)}\sum_{m=-l}^{l}m^2=\frac{l(l+1)\phi^2}{6}.
\]

Comparison of \(1/\tau_l=(1-\lambda_l)/\tau_0\) with \(l(l+1)D\) gives

\[
D=\frac{\phi^2}{6\tau_0}.
\]

For turns of the vector, Legendre's equation at \(x=1\) gives \(P_l'(1)=l(l+1)/2\). Since \(1-\cos\theta\approx\theta^2/2\), we have \(1-P_l(\cos\theta)\approx l(l+1)\theta^2/4\), and

\[
D=\frac{\theta^2}{4\tau_0}.
\]

The two expressions agree: for a small rotation \(\theta\approx\phi\sin\beta\), so \(\langle\theta^2\rangle=\frac23\phi^2\). In both cases the ratio returns to 3. The approach is quadratic, \(\tau_1/\tau_2\approx3-\frac35\phi^2\) for the Ivanov model with \(\phi\) in radians. Rotations through 30° lower the ratio by only about 5 % relative to 3, and vector turns of 30° by about 7 %, so a ratio near 3 does not exclude jumps of moderate size.

### (e) Numerical example

For \(\phi=60^\circ\), \(c=1/2\), and

\[
\lambda_1=\frac{1+1}{3}=\frac23,\qquad \lambda_2=\frac{1+1-1}{5}=\frac15 ,
\]

\[
\tau_1=\frac{2\ \text{ps}}{1/3}=6.0\ \text{ps},\qquad
\tau_2=\frac{2\ \text{ps}}{4/5}=2.5\ \text{ps},\qquad \frac{\tau_1}{\tau_2}=2.4 .
\]

One jump leaves two thirds of the first-rank correlation but one fifth of the second-rank correlation. Hence \(\tau_2\) is only 1.25 waiting times, while \(\tau_1\) is three waiting times.

A simulation of 200,000 trajectories, with exponential waiting times and random axes, gives \(\tau_1=5.98\pm0.03\) ps and \(\tau_2=2.496\pm0.016\) ps, where the uncertainties are standard errors. At 5 ps it gives \(C_1=0.4335\pm0.0011\) and \(C_2=0.1350\pm0.0011\). The formulas give \(e^{-5/6}=0.4346\) and \(e^{-2}=0.1353\). The simulation uses neither \(\lambda_l\) nor the Poisson sum, so it checks both.

An analysis that assumes diffusion would infer a different coefficient from each time:

\[
\frac{1}{2\tau_1}=0.083\ \text{rad}^2/\text{ps},\qquad
\frac{1}{6\tau_2}=0.067\ \text{rad}^2/\text{ps}.
\]

Both lie below the small-jump estimate \(\phi^2/(6\tau_0)=0.091\ \text{rad}^2/\text{ps}\). The reason is that \(1-\cos m\phi\) is smaller than \(m^2\phi^2/2\) for \(m\phi\ne0\). The shortfall is larger for \(l=2\), where the term with \(m=2\) involves twice the angle.

Conversely, the ratio 2.4 gives \(\cos\phi=(4-3)/2=1/2\), which recovers the 60° rotation. If the same ratio is read as a fixed turn of the vector, then \(\cos\theta=2(2.4)/3-1=0.6\), or \(\theta=53.1^\circ\). The value 0.6 is also the weighted mean cosine of part (c) for the 60° rotations. The two angles describe the same ratio in different terms, so a quoted jump angle must say which is meant.

### (f) Does a ratio below 3 prove jumps?

Let a symmetric top diffuse with coefficient \(D_\parallel\) about its own axis \(\mathbf z\) and \(D_\perp\) about each perpendicular axis. In a short time \(dt\) it makes independent small rotations about its body axes, with variances \(2D_i\,dt\). Let \(L_i\) be the dimensionless generators of rotations about these axes. To first order in \(dt\), the averaged rotation is

\[
1-dt\left[D_\perp(L_x^2+L_y^2)+D_\parallel L_z^2\right].
\]

Since \(L_x^2+L_y^2=L^2-L_z^2\), a component of degree \(l\) and order \(m\) about the top axis decays at the rate

\[
\Gamma_{lm}=l(l+1)D_\perp+m^2(D_\parallel-D_\perp).
\]

If \(\mathbf u\) lies along the top axis, it has \(m=0\) alone, and the ratio is 3 whatever \(D_\parallel\) is. Now take \(\mathbf u=\mathbf x\), perpendicular to the axis. For \(l=1\) it consists of \(m=\pm1\), so

\[
\tau_1=\frac{1}{D_\perp+D_\parallel}.
\]

For \(l=2\), \(P_2(\mathbf u\cdot\mathbf u')\) is \(3/2\) times the full contraction of the tensors \(\mathbf u\mathbf u-\frac13\mathbf 1\) and \(\mathbf u'\mathbf u'-\frac13\mathbf 1\). Using \(\mathbf{xx}+\mathbf{yy}=\mathbf 1-\mathbf{zz}\), split the tensor as

\[
\mathbf{xx}-\tfrac13\mathbf 1=\tfrac12(\mathbf{xx}-\mathbf{yy})-\tfrac12(\mathbf{zz}-\tfrac13\mathbf 1).
\]

The first part has \(m=\pm2\) and squared norm \(\frac14\cdot2=\frac12\). The second has \(m=0\) and squared norm \(\frac14\cdot\frac23=\frac16\). Multiplied by \(3/2\), these become the weights \(3/4\) and \(1/4\):

\[
C_2(t)=\tfrac14e^{-6D_\perp t}+\tfrac34e^{-(2D_\perp+4D_\parallel)t},
\]

\[
\tau_2=\frac{1}{24D_\perp}+\frac{3}{4(2D_\perp+4D_\parallel)} .
\]

With \(r=D_\parallel/D_\perp\), the two terms combine to \(\tau_2=(5+r)/[12D_\perp(1+2r)]\), and

\[
\frac{\tau_1}{\tau_2}=\frac{12(1+2r)}{(1+r)(5+r)}
=3-\frac{3(r-1)^2}{(1+r)(5+r)} .
\]

For this direction of \(\mathbf u\), any anisotropy lowers the ratio below 3 without a single finite jump.

Take \(r=4\) and choose \(D_\perp=0.0333\ \text{rad}^2/\text{ps}\), so that \(D_\parallel=0.133\ \text{rad}^2/\text{ps}\) and \(\tau_1=6.0\) ps. The decay rates in \(C_2\) are 0.20 and 0.60 ps\(^{-1}\), and

\[
\tau_2=\frac{1/4}{0.20\ \text{ps}^{-1}}+\frac{3/4}{0.60\ \text{ps}^{-1}}=1.25\ \text{ps}+1.25\ \text{ps}=2.5\ \text{ps}.
\]

Both integrated times coincide with those of the 60° jumps. The answer to the question is therefore no: these two times cannot separate the mechanisms.

The shape of \(C_2(t)\) can help. The top has an initial decay rate of \(\frac14(0.20)+\frac34(0.60)=0.50\) ps\(^{-1}\), against \(1/\tau_2=0.40\) ps\(^{-1}\) for the jumps, but its slow component survives longer. The difference is largest near 1.5 ps, where \(C_2\) is 0.490 for the top and 0.549 for the jumps. The curves cross near 5.5 ps, so at 5 ps the values are close, 0.129 and 0.135. At 10 ps they are 0.036 and 0.018, a factor of about two, but the absolute difference is less than a third of that at 1.5 ps and is harder to resolve from statistical error. A direct test is to look for sudden large turns in the trajectory itself.

Two further effects matter when the formulas are applied to a simulation. First, if the molecule also diffuses isotropically between jumps with coefficient \(D_f\), independently of them, the two decay factors multiply and the rates add:

\[
\frac{1}{\tau_l}=\frac{1-\lambda_l}{\tau_0}+l(l+1)D_f .
\]

The ratio then lies between the pure jump value and 3, and the inversion in part (b) gives too small an angle. Second, fast librations can produce an initial drop, after which \(C_l(t)\approx A_le^{-t/\tau_l'}\). If the drop itself adds little area, the ratio of integrated times is \(A_1/A_2\) times the ratio of the fitted decay times \(\tau_l'\). The two definitions must not be mixed when an angle is inferred.

## Computed values

```
diffusion, ratio tau1/tau2 from discretized Laplacian: 3.000000
angle (deg) | ratio, rotation by angle | ratio, vector turn by angle
   30    2.8392    2.7990
   60    2.4000    2.2500
   90    1.8000    1.5000
  120    1.2000    0.7500
  150    0.7608    0.2010
  180    0.6000    0.0000
jump angle phi: 60.0 deg
mean waiting time tau0: 2.00 ps
lambda_1: 0.666667
tau1, formula: 6.0000 ps
tau1, simulation: 5.980 ps, standard error 0.030 ps
C_1(5 ps), formula: 0.4346
C_1(5 ps), simulation: 0.4335, standard error 0.0011
lambda_2: 0.200000
tau2, formula: 2.5000 ps
tau2, simulation: 2.496 ps, standard error 0.016 ps
C_2(5 ps), formula: 0.1353
C_2(5 ps), simulation: 0.1350, standard error 0.0011
number of simulated trajectories: 200000
ratio tau1/tau2, jump model: 2.4000
apparent D from tau1: 0.08333 rad^2/ps
apparent D from tau2: 0.06667 rad^2/ps
small-jump estimate phi^2/(6 tau0): 0.09139 rad^2/ps
angle from ratio, read as rotation: 60.00 deg
angle from ratio, read as vector turn: 53.13 deg
weighted mean cosine of the vector turn: 0.6000
symmetric top D_perp: 0.03333 rad^2/ps
symmetric top D_par: 0.13333 rad^2/ps
symmetric top tau1: 6.0000 ps
symmetric top tau2: 2.5000 ps
symmetric top ratio tau1/tau2: 2.4000
symmetric top decay rates in C_2: 0.2000 and 0.6000 1/ps
C_2(5 ps): top 0.1293, jumps 0.1353
C_2(10 ps): top 0.0357, jumps 0.0183
```
